\section*{Absolute reflectances from ellipsometry at 45 degrees on a bare interface}

\section{Result and conditions}

Let $r_s$ and $r_p$ be the complex amplitude reflection coefficients of one bare interface for light polarized perpendicular and parallel to the plane of incidence. An ellipsometer measures their ratio,
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}.
\label{rho}
\end{equation}
At an angle of incidence of $45^\circ$,
\begin{equation}
r_p=r_s^2,\qquad \rho=r_s,
\label{main}
\end{equation}
and the absolute reflectances follow from $\psi$ alone:
\begin{equation}
R_s=\tan^2\psi,\qquad R_p=\tan^4\psi .
\label{reflectances}
\end{equation}
The angle $\Delta$ supplies the phases: $\arg r_s=\Delta$ and $\arg r_p=2\Delta$, modulo $360^\circ$.

The conditions are a plane wave, a transparent isotropic ambient, and a sharp, flat boundary to a homogeneous half-space. Both media are nonmagnetic, and the half-space responds locally and isotropically. It may absorb but not amplify. There must be some optical contrast, since otherwise $r_s=0$ and $\rho$ is undefined.

\section{Conventions and amplitudes}

Fields vary as $\exp(i\omega t-i\mathbf k\cdot\mathbf r)$, so an absorbing medium has index $N=n-ik$ with $k\geq0$. The $z$ axis points into the sample and $xz$ is the plane of incidence. Let $\varepsilon$ be the sample permittivity divided by that of the ambient, and write
\begin{equation}
c=\cos\theta,\qquad s=\sin\theta,\qquad q=\sqrt{\varepsilon-s^2}.
\end{equation}
Measure wave vectors in units of the ambient wave number and call them $\boldsymbol\kappa$. Let $\mathbf h$ be the magnetic field multiplied by the wave impedance of the ambient. Maxwell's curl equations become
\begin{equation}
\boldsymbol\kappa\times\mathbf E=\mathbf h,\qquad
\boldsymbol\kappa\times\mathbf h=-\varepsilon\mathbf E,
\label{maxwell}
\end{equation}
with $\varepsilon=1$ in the ambient. The second equation gives $\boldsymbol\kappa\cdot\mathbf E=0$. Inserting the first into the second then gives $\boldsymbol\kappa\cdot\boldsymbol\kappa=\varepsilon$. Since $\kappa_x=s$ is the same on both sides, the incident, reflected and transmitted waves have
\begin{equation}
\boldsymbol\kappa=(s,0,c),\quad(s,0,-c),\quad(s,0,q).
\end{equation}
The transmitted wave must not grow with depth, so $\operatorname{Im}q\leq0$; for real $q$ the positive root is taken. In a passive medium this also gives $\operatorname{Re}q\geq0$. An implementation must enforce this branch, because a library square root of a negative real number may return $+i$ times a positive number.

For $s$ polarization take $\mathbf E=\hat{\mathbf y}$ with unit incident amplitude. Equation~\eqref{maxwell} gives $h_x=-\kappa_z E_y$. Continuity of $E_y$ and $h_x$ at $z=0$ requires
\begin{equation}
1+r_s=t_s,\qquad -c+c\,r_s=-q\,t_s .
\end{equation}
Eliminating $t_s$ gives $c(1-r_s)=q(1+r_s)$, hence
\begin{equation}
r_s=\frac{c-q}{c+q}.
\label{rs}
\end{equation}

For $p$ polarization take $\mathbf h=\hat{\mathbf y}$. Then $\mathbf E=-\boldsymbol\kappa\times\mathbf h/\varepsilon=(\kappa_z,0,-\kappa_x)/\varepsilon$. In the ambient the electric unit vectors are $(c,0,-s)$ for the incident wave and $(-c,0,-s)$ for the reflected one. In both cases $(\hat{\mathbf p},\hat{\mathbf s},\hat{\boldsymbol\kappa})$ is right-handed. With $t_h$ the transmitted amplitude of $h_y$, continuity of $h_y$ and $E_x$ gives
\begin{equation}
1+r_p=t_h,\qquad c(1-r_p)=\frac q\varepsilon\,t_h,
\end{equation}
and elimination of $t_h$ leads to
\begin{equation}
r_p=\frac{\varepsilon c-q}{\varepsilon c+q}.
\label{rp}
\end{equation}

At normal incidence $\hat{\mathbf p}$ reverses on reflection, and these formulas give $r_p=-r_s$. If the reflected $\hat{\mathbf p}$ is defined with the opposite sign, $r_p$ changes sign, $\Delta$ shifts by $180^\circ$, and the $45^\circ$ identity reads $r_p=-r_s^2$. With the time factor $e^{-i\omega t}$ all amplitudes are complex conjugated and $\Delta$ changes sign. Neither change affects $\psi$ or Eq.~\eqref{reflectances}.

\section{Proof}

The definition of $q$ gives $\varepsilon=q^2+s^2$. Insert this into the numerator of Eq.~\eqref{rp} and write the single $q$ as $(s^2+c^2)q$:
\begin{align}
\varepsilon c-q&=cq^2+cs^2-s^2q-c^2q\nonumber\\
&=s^2(c-q)-cq(c-q)\nonumber\\
&=(c-q)(s^2-cq).
\end{align}
Replacing $q$ by $-q$, which leaves $\varepsilon$ unchanged, gives the denominator:
\begin{equation}
\varepsilon c+q=(c+q)(s^2+cq).
\end{equation}
Therefore, at any angle $0<\theta<90^\circ$,
\begin{equation}
r_p=r_s\,\frac{s^2-cq}{s^2+cq}.
\label{factor}
\end{equation}
The denominators cannot vanish, because $c>0$, $s>0$ and $\operatorname{Re}q\geq0$. The ratio $\rho$ is the second factor, provided $r_s\neq0$. At $45^\circ$, $s^2=c^2$, so
\begin{equation}
\rho=\frac{c^2-cq}{c^2+cq}=\frac{c-q}{c+q}=r_s,
\end{equation}
which proves Eq.~\eqref{main}. Nothing in the algebra requires $q$ to be real.

It remains to connect amplitudes with reflectances. The normal energy flux is proportional to $\operatorname{Re}(\mathbf E\times\mathbf h^*)_z$. For the total $s$ field at the ambient side of the interface this is
\begin{equation}
\operatorname{Re}\left[c(1+r_s)(1-r_s^*)\right]=c\left(1-|r_s|^2\right),
\end{equation}
because $r_s-r_s^*$ is imaginary. For $p$ polarization, $E_xh_y^*=c(1-r_p)(1+r_p^*)$ gives the same form with $r_p$. The incident flux is $c$, so $R_s=|r_s|^2$ and $R_p=|r_p|^2$. With Eq.~\eqref{main}, $R_s=|\rho|^2$ and $R_p=|\rho|^4$, which is Eq.~\eqref{reflectances}.

The identity was tested by solving the continuity equations numerically from field vectors for 200 bare media. Their permittivities had real parts between $-40$ and $20$ and imaginary parts between $-20$ and $-0.01$; the ambient index lay between 1.0 and 1.6. The largest value of $|r_p-r_s^2|$ was $1.2\times10^{-15}$, at the level of rounding error.

\section{Limits and other angles}

For a transparent sample with $\varepsilon>1$, $q$ is real and larger than $c$. Then $r_s$ is negative, $\Delta=180^\circ$, and $r_p=r_s^2$ is positive. This is a practical way to identify the sign convention of an instrument: on such a surface at $45^\circ$, the opposite convention for $\hat{\mathbf p}$ gives $\Delta=0$. For real $\varepsilon<1/2$ reflection is total. Here $q$ is negative imaginary, $|r_s|=1$ and $\psi=45^\circ$. Both reflectances are one, and the phase of $r_p$ is twice that of $r_s$.

At other angles $\rho$ still determines $r_s$, but $\psi$ alone no longer suffices. Let $C=\cos2\theta=c^2-s^2$. Equation~\eqref{rs} gives $q=c(1-r_s)/(1+r_s)$, so
\begin{align}
s^2-cq&=\frac{s^2(1+r_s)-c^2(1-r_s)}{1+r_s}
=\frac{r_s-C}{1+r_s},\\
s^2+cq&=\frac{s^2(1+r_s)+c^2(1-r_s)}{1+r_s}
=\frac{1-Cr_s}{1+r_s}.
\end{align}
Their ratio, and its solution for $r_s$, are
\begin{equation}
\rho=\frac{r_s-C}{1-Cr_s},\qquad
r_s=\frac{\rho+C}{1+C\rho}.
\label{general}
\end{equation}
Thus a known oblique angle other than $45^\circ$ also gives absolute reflectances of a bare interface, with $\Delta$ now entering $|r_s|$. At normal incidence $C=1$ and $\rho=-1$ for every material, so the information is lost.

Setting $\rho=r_s$ in Eq.~\eqref{general} requires $C(1-r_s^2)=0$. Apart from $C=0$, this needs $r_s=\pm1$. The value $+1$ means $q=0$, the critical angle. The value $-1$ is approached in two limits. For a perfect conductor the identity holds, with $r_p\to1$. At grazing incidence it fails: the denominator $1-Cr_s$ in Eq.~\eqref{general} also tends to zero, and $r_p\to-1$ while $r_s^2\to1$. For ordinary partial reflection, $45^\circ$ is therefore the one angle at which the amplitude identity $r_p=r_s^2$ holds. The reflectances alone can satisfy $R_p=R_s^2$ at another angle: if $\varepsilon=2s^2$, then $q=s$ and Eq.~\eqref{factor} gives $\rho=(s-c)/(s+c)=-r_s$.

\section{Use with an ellipsometer}

Illuminate the sample with equal, in-phase $p$ and $s$ fields. Let an analyser in the reflected beam pass the field component along $\hat{\mathbf p}\cos A+\hat{\mathbf s}\sin A$. With $G$ the product of lamp intensity and detector gain,
\begin{equation}
I(A)=\frac G2\left|r_p\cos A+r_s\sin A\right|^2 .
\end{equation}
Two readings give
\begin{equation}
\tan^2\psi=\frac{I(0)}{I(90^\circ)}.
\end{equation}
The unknown $G$ cancels if it is the same for both readings. No reference mirror and no measurement of the incident beam are needed: the $s$ reflectance is the ratio of two reflected intensities. The detector must respond linearly and equally to both polarizations, or be corrected for this.

Expanding the squares at $A=\pm45^\circ$ gives
\begin{equation}
\cos\Delta=\frac{I(45^\circ)-I(-45^\circ)}{2\sqrt{I(0)I(90^\circ)}} .
\end{equation}
A compensator that multiplies the reflected $p$ field by $i$ turns the same quotient into $-\sin\Delta$, which settles the sign of $\Delta$.

The optical constants follow as well. From Eq.~\eqref{factor}, $cq=s^2(1-\rho)/(1+\rho)$. Substitution in $\varepsilon=s^2+q^2$ gives
\begin{equation}
\varepsilon=s^2\left[1+\tan^2\theta\left(\frac{1-\rho}{1+\rho}\right)^2\right].
\label{eps}
\end{equation}
At $45^\circ$ the prefactor is $1/2$ and $\tan^2\theta=1$. Equation~\eqref{eps} returns a number for any $\rho\neq-1$, whether or not the surface is bare. One pair $(\psi,\Delta)$ therefore cannot certify its own interpretation, though it can sometimes refute it. At $45^\circ$, $\psi>45^\circ$ would require $R_s>1$, and a positive imaginary part of $\varepsilon$ would mean gain; a passive bare surface allows neither. An independent absolute measurement of $R_s$ can expose a failure of the rule, although agreement alone does not prove that the surface is bare.

\section{Example: an aluminium mirror}

Take an aluminium mirror in air at 633 nm, a photon energy of 1.959 eV, with the rough typical index $N=1.40-7.60i$. The simulated readings are $I(0)=3.20505$ and $I(90^\circ)=3.42029$ in an arbitrary unit. Hence
\begin{equation}
R_s=\frac{3.20505}{3.42029}=0.9371,\qquad
R_p=(0.93707)^2=0.8781,
\end{equation}
with $\psi=44.069^\circ$ and $\Delta=169.75^\circ$. The field solution gives $r_s=-0.95257+0.17225i$. Its square has real part $0.95257^2-0.17225^2=0.8777$ and imaginary part $-2(0.95257)(0.17225)=-0.3282$, in agreement with the separately solved $r_p=0.87773-0.32816i$. Doubling $\Delta$ gives $339.50^\circ$, equivalent to the phase $-20.50^\circ$ of $r_p$. The reflectances were also tested against one minus the energy flux entering the metal, and agreed within $10^{-11}$.

To recover $N$, set $\rho=r_s$:
\begin{equation}
\frac{1-\rho}{1+\rho}
=\frac{1.95257-0.17225i}{0.04743+0.17225i}
\simeq1.97-10.79i .
\end{equation}
Equation~\eqref{eps} then gives $\varepsilon\simeq-55.8-21.3i$, whose root with negative imaginary part is $1.40-7.60i$.

\section{Errors and failed assumptions}

\subsection{Reading and alignment}

Differentiating Eq.~\eqref{reflectances} gives
\begin{equation}
\frac{dR_s}{d\psi}=2\tan\psi\sec^2\psi,\qquad
\frac{dR_p}{d\psi}=4\tan^3\psi\sec^2\psi,
\end{equation}
with $\psi$ in radians. For the mirror, an error of $0.02^\circ$ in $\psi$ changes $R_s$ by $1.3\times10^{-3}$ and $R_p$ by $2.5\times10^{-3}$. Relative to the reflectances themselves these are 0.14\% and 0.28\%. The two-reading method also relies on equal incident $p$ and $s$ fields. A polarizer at azimuth $P$ from $\hat{\mathbf p}$ gives $I(0)/I(90^\circ)=\tan^2\psi/\tan^2P$, so for this mirror an error of $0.02^\circ$ in $P$ about $45^\circ$ causes errors of the same size.

Suppose next that the true angle is $45^\circ+\delta$, while $45^\circ$ is assumed. Then $C=-\sin2\delta\simeq-2\delta$. Expanding Eq.~\eqref{general} to first order in $C$,
\begin{align}
\rho&\simeq r_s-C(1-r_s^2),\\
|\rho|^2-R_s&\simeq-2C\operatorname{Re}\left[r_s^*(1-r_s^2)\right]\nonumber\\
&=-2C\,\operatorname{Re}(r_s)(1-R_s).
\label{tilt}
\end{align}
Here $r_s$ and $R_s$ refer to the true angle. The last step uses $r_s^*r_s^2=R_sr_s$. For $\delta=0.1^\circ$ the estimate is $-4.18\times10^{-4}$, and the full solution gives $-4.19\times10^{-4}$. The factor $1-R_s$ makes a good mirror tolerant of this error.

The error in the $p$ rule follows from that in the $s$ rule. Without polarization mixing, $R_p=R_s\tan^2\psi$ by definition of $\psi$, even on a coated sample. Hence
\begin{equation}
\tan^4\psi-R_p=\tan^2\psi\left(\tan^2\psi-R_s\right).
\label{errorlink}
\end{equation}
For the same misalignment the $p$ error is accordingly $-3.93\times10^{-4}$.

\subsection{Native oxide}

Real aluminium exposed to air carries an oxide a few nanometres thick, so the mirror is not bare. Model it as a uniform 3.0 nm layer of index 1.77, close to that of crystalline alumina. A native oxide is amorphous and usually has a lower index; with 1.60 instead, the errors found below for the reflectances and the metal index shrink by roughly a tenth. Reflection now combines waves from two interfaces, and the proof no longer applies. With phases referred to the top of the oxide, $|r_p-r_s^2|=0.0137$. This number depends on the reference plane and does not measure the error of the reflectance rule. Raising the plane by $d$ shifts the phases of $r_s$ and $r_p$ alike by $4\pi cd/\lambda$, with $\lambda$ the wavelength, so even a 3.0 nm layer of air gives $|r_p-r_s^2|\simeq0.04$ while Eq.~\eqref{reflectances} remains exact.

The true reflectances become $R_s=0.93597$ and $R_p=0.87675$. The rule overstates them by $7.6\times10^{-4}$ and $7.1\times10^{-4}$, respectively. Both errors are smaller than those from the $0.02^\circ$ error in $\psi$ considered above. For this 3.0 nm layer the errors of the reflectance rule thus stay below $10^{-3}$, although its premise has failed. In this model they grow with thickness while the oxide is only a few nanometres thick, so the bound does not carry over to a somewhat thicker native oxide.

The optical constants fare much worse. The oxide changes $\psi$ from $44.069^\circ$ to $44.064^\circ$, but $\Delta$ from $169.75^\circ$ to $168.08^\circ$. Equation~\eqref{eps} then returns an apparent index $1.05-6.57i$ instead of $1.40-7.60i$. The amplification can be traced by writing $g=(1-\rho)/(1+\rho)$, for which
\begin{equation}
\frac{dg}{g}=-\frac{2\,d\rho}{1-\rho^2}.
\end{equation}
Here $\rho$ is close to $-1$, and $|1-\rho^2|\simeq0.35$. The phase shift of $1.67^\circ$, or 0.029 rad, gives $|d\rho|\simeq0.968\times0.029=0.028$, hence a relative change of about 16\% in $g$. Since $|g|^2\gg1$, Eq.~\eqref{eps} gives $N\simeq g/\sqrt2$ up to the choice of root, so $N$ changes by a similar fraction. The actual change in the complex index is 14\% of $|N|$.

A second angle barely exposes this oxide. The apparent index is $1.0514-6.5710i$ at $45^\circ$ and $1.0515-6.5675i$ at $70^\circ$. The two values differ by about 0.004, whereas each differs from the metal index by more than 1. Agreement between angles is thus weak evidence for a bare surface in this case.

\subsection{Thickness and roughness}

A real mirror is a film rather than a half-space. For 100 nm of the same metal on glass of index 1.5, without oxide, the true reflectances change by less than $10^{-7}$. Treating the metal as infinitely thick is harmless at this thickness.

For roughness whose lateral scale is large compared with the wavelength, a scalar estimate gives the scattering loss. A local height $\eta$ changes the reflected phase by $4\pi\eta c/\lambda$. If heights are Gaussian with rms value $\sigma$, averaging the phase factor reduces the specular power by $\exp[-(4\pi\sigma c/\lambda)^2]$. For small $\sigma$ the scattered fraction of the reflected light is
\begin{equation}
\left(\frac{4\pi\sigma c}{\lambda}\right)^2
=\left(\frac{4\pi\times1.0\times0.707}{633}\right)^2
\simeq2.0\times10^{-4}
\end{equation}
for $\sigma=1.0$ nm. In this model both specular amplitudes shrink by the same factor, so $\rho$ does not register the loss and the rule overstates the specular reflectance by that fraction. The estimate does not cover fine-grained roughness with a lateral scale well below the wavelength, which acts as a thin mixed layer of metal and air and does change $\rho$. Modelled as a half-filled Bruggeman layer 1.5 nm thick on this mirror, such roughness lowers $\Delta$ by about $1^\circ$ and makes the rule understate $R_s$ by about $9\times10^{-4}$; a graded Bruggeman profile with $\sigma=1.0$ nm gives about $2.6\times10^{-3}$. On a real film this effect can therefore exceed the scattering loss and has the opposite sign.

\subsection{Anisotropic and magnetic samples}

For a uniaxial crystal with its optic axis along $z$, $r_s$ involves only the ordinary permittivity $\varepsilon_o$. The $p$ wave also has a field along the axis and obeys
\begin{equation}
\frac{q_p^2}{\varepsilon_o}+\frac{s^2}{\varepsilon_e}=1,
\end{equation}
where $\varepsilon_e$ is the extraordinary permittivity. The two polarizations no longer share one $q$, and the factorization fails. For $\varepsilon_o=4$ and $\varepsilon_e=5$ the violation $|r_p-r_s^2|$ is 0.0068.

With relative permeability $\mu$, the $s$ boundary condition becomes $c(1-r_s)=(q/\mu)(1+r_s)$, with $q^2=\varepsilon\mu-s^2$. The relation $\varepsilon=q^2+s^2$ used in the proof is lost. For $\varepsilon=4$ and $\mu=1.5$ the violation is 0.049. These two cases use round model parameters. Most of the values quoted above can be compared with the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
wavelength = 633 nm; photon energy = 1.959 eV
largest |r_p - r_s^2|, 200 bare media = 1.2e-15
aluminium index N (input) = 1.40-7.60j
r_s at 45 deg = -0.95257+0.17225j
r_p at 45 deg = 0.87773-0.32816j
reading, analyser along p = 3.20505 (arbitrary unit)
reading, analyser along s = 3.42029 (arbitrary unit)
psi = 44.0691 deg; tan(psi) = 0.96802
Delta = 169.750 deg
phase of r_p = -20.499 deg
R_s = tan^2 psi = 0.93707
R_p = tan^4 psi = 0.87809
N recovered from psi and Delta = 1.4000-7.6000j
size of |r_p - r_s^2| where an assumption fails:
  3 nm oxide on aluminium: 0.0137
  uniaxial, eps 4 and 5: 0.0068
  magnetic, eps 4, mu 1.5: 0.0488
  aluminium at 50 deg: 0.0646
oxide: index 1.77, thickness 3.0 nm
  true R_s = 0.93597
  true R_p = 0.87675
  psi = 44.0639 deg
  Delta = 168.077 deg
  rule minus true: R_s +7.61e-04, R_p +7.13e-04
  apparent N at 45 deg = 1.0514-6.5710j
  apparent N at 70 deg = 1.0515-6.5675j
true angle 45.1 deg, taken as 45 deg:
  rule minus true: R_s -4.19e-04, R_p -3.93e-04
  first-order estimate for R_s = -4.18e-04
psi error of 0.02 deg:
  change of R_s = 1.31e-03
  change of R_p = 2.45e-03
metal 100 nm thick on glass of index 1.5:
  change of true R_s = +2.3e-08
  change of true R_p = +6.8e-08
  rule minus true: R_s +2.7e-08, R_p +2.6e-08
roughness 1.0 nm rms: scattered fraction = 2.0e-04
\end{verbatim}
